# Why stiffness, not just average spacing, sets superlattice force balance: a program that tests the result

```python
# Result under test: a coherent two-layer superlattice has zero net in-plane
# force at a_star = sum(M h a_i) / sum(M h), to first order in misfit, and not
# at the thickness mean sum(h a_i) / sum(h).
# a_i: relaxed lattice constants (angstrom); h: relaxed thicknesses (nm);
# M: biaxial moduli for (001) layers (GPa); C11, C12: elastic constants (GPa).
# GPa*nm equals N/m and J/m^2. The independent side is a lattice of springs
# with full geometric bond lengths and numerically relaxed cell height.
import numpy as np
from scipy.optimize import brentq, minimize_scalar


def relaxed_cell(a, a0, c11, c12):
    """Energy (GPa angstrom^3) and height of a cell stretched in plane to a."""
    k_edge = (c11 - 2 * c12) * a0
    k_diag = c12 * a0
    d0 = np.sqrt(2) * a0

    def energy(c):
        edges = 2 * (a - a0)**2 + (c - a0)**2
        diagonals = (2 * (np.sqrt(2) * a - d0)**2
                     + 4 * (np.hypot(a, c) - d0)**2)
        return 0.5 * k_edge * edges + 0.5 * k_diag * diagonals

    best = minimize_scalar(energy, bounds=(0.9 * a0, 1.1 * a0),
                           method="bounded", options={"xatol": 1e-10})
    return best.fun, best.x


def lattice_energy(a, lattice, thick, elastic):
    """Energy of one column of cells through one period (GPa angstrom^2 nm)."""
    return sum(h / a0 * relaxed_cell(a, a0, *c)[0]
               for a0, h, c in zip(lattice, thick, elastic))


def lattice_force(a, lattice, thick, elastic, step=1e-3):
    """Net force per side length (N/m), from the work done in both directions."""
    up = lattice_energy(a + step, lattice, thick, elastic)
    down = lattice_energy(a - step, lattice, thick, elastic)
    return (up - down) / (2 * step) / (2 * a)


def lattice_equilibrium(lattice, thick, elastic):
    return brentq(lattice_force, min(lattice), max(lattice),
                  args=(lattice, thick, elastic), xtol=1e-11)


def modulus(c11, c12):
    return c11 + c12 - 2 * c12**2 / c11


a_i = np.array([5.60, 5.70])
elastic = [(125.0, 50.0), (90.0, 30.0)]
a_sub = 5.65
h2 = 10.0
periods = 50
M = np.array([modulus(*c) for c in elastic])

# Biaxial modulus from the curvature of the spring-lattice energy
M_lattice = []
for a0, c in zip(a_i, elastic):
    d = 1e-3
    total = relaxed_cell(a0 + d, a0, *c)[0] + relaxed_cell(a0 - d, a0, *c)[0]
    M_lattice.append(total / (2 * a0 * d**2))
assert np.allclose(M_lattice, M, rtol=1e-4)

# Height change of the strained cells; the rest is second order in strain
strain = (a_sub - a_i) / a_i
ratio = np.array([c[1] / c[0] for c in elastic])
strain_z = -2 * ratio * strain
strain_z_lattice = np.array([relaxed_cell(a_sub, a0, *c)[1] / a0 - 1
                             for a0, c in zip(a_i, elastic)])
assert np.allclose(strain_z_lattice, strain_z, rtol=0.02)

# Thickness chosen by the mean-lattice rule
h_mean = np.array([h2 * (a_i[1] - a_sub) / (a_sub - a_i[0]), h2])
K = np.sum(M * h_mean)
a_mean = np.sum(h_mean * a_i) / np.sum(h_mean)
a_star = np.sum(M * h_mean * a_i) / K
a_lat = lattice_equilibrium(a_i, h_mean, elastic)
f = h_mean / h_mean.sum()
shift = f[0] * f[1] * (M[0] - M[1]) * (a_i[0] - a_i[1]) / np.sum(f * M)
assert abs((a_lat - a_mean) / shift - 1) < 0.03

# Halving the misfit separates first-order from second-order errors
a_half = a_sub + 0.5 * (a_i - a_sub)
lat_half = lattice_equilibrium(a_half, h_mean, elastic)
mean_half = np.sum(h_mean * a_half) / h_mean.sum()
star_half = np.sum(M * h_mean * a_half) / K
mean_ratio = (a_lat - a_mean) / (lat_half - mean_half)
star_ratio = (a_lat - a_star) / (lat_half - star_half)
assert abs(mean_ratio - 2) < 0.1
assert abs(star_ratio - 4) < 0.2

# Cause: equal moduli remove the shift, exchanged moduli reverse it
same = lattice_equilibrium(a_i, h_mean, [elastic[0]] * 2) - a_mean
swapped = lattice_equilibrium(a_i, h_mean, elastic[::-1]) - a_mean
assert abs(same) < 0.03 * abs(shift)
assert abs(swapped / shift + 1) < 0.03

# Net force left by the mean-lattice rule
force = np.sum(M * h_mean * (a_sub - a_i)) / a_sub
force_lat = lattice_force(a_sub, a_i, h_mean, elastic)
assert abs(force_lat / force - 1) < 0.03

# Releasable and locked energy per substrate area
release = K * (a_sub - a_star)**2 / a_sub**2
locked = np.prod(M * h_mean) / K * (a_i[0] - a_i[1])**2 / a_sub**2
e_sub = lattice_energy(a_sub, a_i, h_mean, elastic) / a_sub**2
e_min = lattice_energy(a_lat, a_i, h_mean, elastic) / a_sub**2
assert abs((e_sub - e_min) / release - 1) < 0.05
assert abs(e_min / locked - 1) < 0.02

# Thickness that balances the forces on the given substrate
h1 = h2 * M[1] * (a_i[1] - a_sub) / (M[0] * (a_sub - a_i[0]))
h_bal = np.array([h1, h2])
f1 = lattice_force(a_sub, a_i, [1.0, 0.0], elastic)
f2 = lattice_force(a_sub, a_i, [0.0, 1.0], elastic)
h1_lat = -h2 * f2 / f1
force_bal_lat = lattice_force(a_sub, a_i, h_bal, elastic)
assert abs(h1_lat / h1 - 1) < 0.01
assert abs(force_bal_lat) < 0.02 * abs(force_lat)
mean_bal = np.sum(h_bal * a_i) / h_bal.sum()
grown = h_bal * (1 + strain_z)
layer_force = M * h_bal * (a_sub - a_i) / a_sub
e_bal = lattice_energy(a_sub, a_i, h_bal, elastic) / a_sub**2

# At fixed substrate, removing strained material always lowers the energy
e_thin = lattice_energy(a_sub, a_i, [0.5 * h1, h2], elastic) / a_sub**2
assert e_thin < e_bal

# Energy per area with thickness held fixed: different at second order only
def fixed_thickness_minimum(lattice):
    res = minimize_scalar(
        lambda a: np.sum(M * h_mean * ((a - lattice) / lattice)**2),
        bounds=(min(lattice), max(lattice)), method="bounded",
        options={"xatol": 1e-10})
    return res.x


a_fixed = fixed_thickness_minimum(a_i)
fixed_ratio = (a_fixed - a_star) / (fixed_thickness_minimum(a_half) - star_half)
assert abs(fixed_ratio - 4) < 0.2

print("INPUT")
for i in range(2):
    print(f"layer {i+1}: a = {a_i[i]:.2f} angstrom, C11 = {elastic[i][0]:.0f} GPa,"
          f" C12 = {elastic[i][1]:.0f} GPa")
print(f"substrate a_s = {a_sub:.2f} angstrom; h2 = {h2:.1f} nm; periods = {periods}")
print("LAYERS ON THE SUBSTRATE")
for i in range(2):
    print(f"layer {i+1}: M = {M[i]:.1f} GPa (spring lattice {M_lattice[i]:.3f} GPa)")
    print(f"  in-plane strain = {100*strain[i]:.3f} %, stress = {M[i]*strain[i]:.3f} GPa")
    print(f"  normal strain = {100*strain_z[i]:.3f} %"
          f" (spring lattice {100*strain_z_lattice[i]:.3f} %)")
print("MEAN-LATTICE DESIGN")
print(f"h1 = {h_mean[0]:.3f} nm; K = sum(M h) = {K:.1f} N/m")
print(f"thickness-mean lattice constant = {a_mean:.5f} angstrom")
print(f"zero-force lattice constant a_star = {a_star:.5f} angstrom")
print(f"spring-lattice equilibrium = {a_lat:.5f} angstrom")
print(f"a_star - mean, closed formula = {shift:.5f} angstrom")
print(f"net force per length, one period = {force:.3f} N/m")
print(f"same from spring lattice = {force_lat:.3f} N/m")
print(f"net force per length, all periods = {periods*force:.1f} N/m")
print(f"releasable energy per period = {1000*release:.2f} mJ/m^2"
      f" (spring lattice {1000*(e_sub-e_min):.2f})")
print(f"locked energy per period = {1000*locked:.2f} mJ/m^2"
      f" (spring lattice {1000*e_min:.2f})")
print(f"releasable share of total = {100*release/(release+locked):.2f} %")
print("FORCE-BALANCED DESIGN")
print(f"h1 = {h1:.3f} nm (spring lattice {h1_lat:.3f} nm)")
print(f"layer forces per length = {layer_force[0]:.3f}, {layer_force[1]:.3f} N/m")
print(f"spring-lattice net force, one period = {force_bal_lat:.4f} N/m")
print(f"thickness-mean lattice constant = {mean_bal:.5f} angstrom")
print(f"strained thicknesses t1, t2 = {grown[0]:.3f}, {grown[1]:.3f} nm")
print(f"spring-lattice energy per period = {1000*e_bal:.2f} mJ/m^2")
print(f"same with h1 halved = {1000*e_thin:.2f} mJ/m^2")
print("ORDER OF THE ERRORS AND CAUSE (h1 = h2)")
print(f"mean-rule error, full/half misfit = {mean_ratio:.3f}")
print(f"a_star error, full/half misfit = {star_ratio:.3f}")
print(f"a_star error at full misfit = {a_star-a_lat:.6f} angstrom")
print(f"lattice shift from mean, equal elastic constants = {same:.6f} angstrom")
print(f"lattice shift from mean, exchanged constants = {swapped:.5f} angstrom")
print(f"fixed-thickness energy minimum = {a_fixed:.5f} angstrom")
print(f"its distance from a_star = {a_fixed-a_star:.6f} angstrom")
print(f"that distance, full/half misfit = {fixed_ratio:.3f}")
print("checks complete")
```

Output:

```
INPUT
layer 1: a = 5.60 angstrom, C11 = 125 GPa, C12 = 50 GPa
layer 2: a = 5.70 angstrom, C11 = 90 GPa, C12 = 30 GPa
substrate a_s = 5.65 angstrom; h2 = 10.0 nm; periods = 50
LAYERS ON THE SUBSTRATE
layer 1: M = 135.0 GPa (spring lattice 135.000 GPa)
  in-plane strain = 0.893 %, stress = 1.205 GPa
  normal strain = -0.714 % (spring lattice -0.718 %)
layer 2: M = 100.0 GPa (spring lattice 100.000 GPa)
  in-plane strain = -0.877 %, stress = -0.877 GPa
  normal strain = 0.585 % (spring lattice 0.583 %)
MEAN-LATTICE DESIGN
h1 = 10.000 nm; K = sum(M h) = 2350.0 N/m
thickness-mean lattice constant = 5.65000 angstrom
zero-force lattice constant a_star = 5.64255 angstrom
spring-lattice equilibrium = 5.64247 angstrom
a_star - mean, closed formula = -0.00745 angstrom
net force per length, one period = 3.097 N/m
same from spring lattice = 3.133 N/m
net force per length, all periods = 154.9 N/m
releasable energy per period = 4.08 mJ/m^2 (spring lattice 4.18)
locked energy per period = 179.96 mJ/m^2 (spring lattice 179.88)
releasable share of total = 2.22 %
FORCE-BALANCED DESIGN
h1 = 7.407 nm (spring lattice 7.382 nm)
layer forces per length = 8.850, -8.850 N/m
spring-lattice net force, one period = 0.0304 N/m
thickness-mean lattice constant = 5.65745 angstrom
strained thicknesses t1, t2 = 7.354, 10.058 nm
spring-lattice energy per period = 156.62 mJ/m^2
same with h1 halved = 117.42 mJ/m^2
ORDER OF THE ERRORS AND CAUSE (h1 = h2)
mean-rule error, full/half misfit = 2.011
a_star error, full/half misfit = 3.993
a_star error at full misfit = 0.000085 angstrom
lattice shift from mean, equal elastic constants = -0.000080 angstrom
lattice shift from mean, exchanged constants = 0.00736 angstrom
fixed-thickness energy minimum = 5.64169 angstrom
its distance from a_star = -0.000863 angstrom
that distance, full/half misfit = 3.995
checks complete
```
